# Lead self-energies from Bloch modes and the flux-diagonal choice at degeneracy

An electron enters a planar defect in a model of bcc tungsten through one of five open channels, and the squared scattering amplitudes of what comes out sum to 1.63. The total transmission from these amplitudes is 2.92, while a Green-function formula gives 2.53. Yet the Hamiltonian is Hermitian, every lead vector used solves the Bloch equation, and the lead self-energies are right. The fault lies in the choice of two vectors that share one Bloch factor. A worse choice spoils the self-energy too.

## The lead and its modes

Take a lead of identical cells $j=0,1,2,\dots$, counted outward from the scatterer, with $N$ orthonormal orbitals per cell. The cell Hamiltonian is $H_0=H_0^\dagger$ and the outward coupling is $B=H_{j,j+1}$. At real energy $E$,

$$(E-H_0)c_j-Bc_{j+1}-B^\dagger c_{j-1}=0. \tag{1}$$

Inserting $c_j=\lambda^j u$ and multiplying by $\lambda^{1-j}$ gives $[\lambda(E-H_0)-\lambda^2B-B^\dagger]u=0$. With $\lambda u$ as a second unknown this becomes linear in $\lambda$:

$$\begin{pmatrix}0&1\\-B^\dagger&E-H_0\end{pmatrix}\begin{pmatrix}u\\\lambda u\end{pmatrix}=\lambda\begin{pmatrix}1&0\\0&B\end{pmatrix}\begin{pmatrix}u\\\lambda u\end{pmatrix}.$$

Let $M(\lambda)=E-H_0-\lambda B-\lambda^{-1}B^\dagger$. Since $M(\lambda)^\dagger=M(1/\lambda^*)$, each decaying root is paired with a growing one. Roots $\lambda=e^{i\varphi}$ are propagating. They are the points where an eigenvalue of

$$H(\varphi)=H_0+e^{i\varphi}B+e^{-i\varphi}B^\dagger$$

equals $E$. The number of eigenvalues below $E$ is periodic in $\varphi$, so upward and downward crossings are equally many. Away from band edges there are therefore $N$ outgoing solutions, provided that outgoing is defined properly. I assume that repeated roots have a full set of eigenvectors.

The naive rule keeps $|\lambda|<1$, which says nothing about $|\lambda|=1$. The retarded solution is found by replacing $E$ with $E+i\eta$, $\eta\to0^+$. Let the orthonormal columns of $Q$ span all $g$ solutions at one $\varphi$. To first order, a vector $Qx$ and a shift $\delta\varphi$ obey

$$(i\eta-\delta\varphi\,V)x=0,\qquad V=Q^\dagger(i\lambda B-i\lambda^*B^\dagger)Q, \tag{2}$$

because $dH/d\varphi=i\lambda B-i\lambda^*B^\dagger$. Thus $x$ is an eigenvector of $V$, with eigenvalue $w=dE/d\varphi$, and $\delta\varphi=i\eta/w$. Then $|\lambda|=e^{-\eta/w}$, which is below one when $w>0$. For cell length $a$ the velocity is $aw/\hbar$. Outgoing means $|\lambda|<1$, or $|\lambda|=1$ with $w>0$; incoming means $|\lambda|=1$ with $w<0$. Sorting thus already refers to eigenvectors of $V$ and not to arbitrary vectors at the same $\lambda$.

## Self-energy and source

Collect the outgoing vectors, decaying ones included, in $U$, with factors $\Lambda$. Collect the incoming ones in $U_i$, with factors $\Lambda_i$. With amplitudes $b$ and $\alpha$,

$$c_0=U_i\alpha+Ub,\qquad c_1=U_i\Lambda_i\alpha+U\Lambda b.$$

Eliminating $b=U^{-1}(c_0-U_i\alpha)$ and writing $F=U\Lambda U^{-1}$ gives $c_1=Fc_0+(U_i\Lambda_i-FU_i)\alpha$. Let cell 0 be the edge cell of a finite region with Hamiltonian $H_D$. Its equation $(E-H_D)c-Bc_1=0$ becomes

$$(E-H_D-\Sigma)c=q\alpha,\qquad \Sigma=BF,\qquad q=B(U_i\Lambda_i-FU_i), \tag{3}$$

with one $\Sigma$ and one $q$ per lead, each acting on its own edge cell. For a lead running the other way, $B$ and $B^\dagger$ exchange roles. Solving (3) gives $c_0$ in each lead, and $b=U^{-1}(c_0-U_i\alpha)$ then gives the outgoing amplitudes. Their open part, collected over all leads, is written $\tau\alpha$.

If the outgoing vectors at one $\lambda$ are recombined without leaving their span, $U\to UR$ with $R$ commuting with $\Lambda$. Then $UR\Lambda R^{-1}U^{-1}=F$, so $\Sigma$ does not notice. This is how a correct self-energy can accompany a wrong $S$.

## Which flux is conserved

For two solutions $\psi,\chi$ of (1), define

$$I_j=i\left(\psi_j^\dagger B\chi_{j+1}-\psi_{j+1}^\dagger B^\dagger\chi_j\right).$$

Equation (1) for $\chi$, and its adjoint for $\psi$, give

$$\psi_j^\dagger B\chi_{j+1}=\psi_j^\dagger(E-H_0)\chi_j-\psi_j^\dagger B^\dagger\chi_{j-1},$$
$$\psi_{j+1}^\dagger B^\dagger\chi_j=\psi_j^\dagger(E-H_0)\chi_j-\psi_{j-1}^\dagger B\chi_j.$$

Subtracting shows $I_j=I_{j-1}$. For modes $m,n$, $I_j=(\lambda_m^*\lambda_n)^jJ_{mn}$, where

$$J_{mn}=i\left(\lambda_n u_m^\dagger Bu_n-\lambda_m^*u_m^\dagger B^\dagger u_n\right),\qquad(\lambda_m^*\lambda_n-1)J_{mn}=0. \tag{4}$$

Among outgoing and incoming modes, $\lambda_m^*\lambda_n=1$ requires two propagating modes with the same $\lambda$. All other elements vanish without any action. In a group of equal $\lambda$, $J$ is $V$ written in the chosen vectors, and $J_{nn}=w_n$ for a normalized vector.

In the finite region, $c^\dagger(E-H_D)c$ is real and equals the sum over leads of $c_0^\dagger Bc_1$. The outward flux of a lead is $-2\,\mathrm{Im}\,c_0^\dagger Bc_1$, so the fluxes sum to zero. Let $J_o$ be the flux matrix of the open outgoing modes of all leads, and $K$ minus that of the incoming modes. Both are positive definite if the sorting is right. There are no cross terms between outgoing and incoming modes once $V$ is diagonal in each mixed group. Since $\alpha$ is arbitrary,

$$\tau^\dagger J_o\tau=K. \tag{5}$$

## Where the extra probability comes from

Scale by the diagonal velocities, $D_o=\mathrm{diag}\,J_o$ and $D_i=\mathrm{diag}\,K$:

$$S=D_o^{1/2}\tau D_i^{-1/2},\quad G_o=D_o^{-1/2}J_oD_o^{-1/2},\quad G_i=D_i^{-1/2}KD_i^{-1/2}.$$

Substituting $\tau=D_o^{-1/2}SD_i^{1/2}$ in (5) gives

$$S^\dagger G_oS=G_i. \tag{6}$$

The matrices $G$ have unit diagonal. If the modes diagonalize the flux, both are the identity and $S^\dagger S=1$.

In the opening case, the degenerate pair consists of a $zx$ wave and the normalized in-phase sum of the $zx$ and $yz$ waves, in both leads; another relative phase gives other wrong numbers. The two orbital waves have equal velocities, so the pair has the block

$$\begin{pmatrix}1&1/\sqrt2\\1/\sqrt2&1\end{pmatrix}$$

in $G$, with eigenvalues 1.707 and 0.293. For one unit input, (6) fixes $x^\dagger G_ox=1$ for the output column $x$, which allows $x^\dagger x$ between 0.586 and 3.414. The computed sums run from 0.953 to 1.632. Squaring amplitudes in a skewed basis omits the interference flux between the two vectors.

Since $G_o$ and $G_i$ are positive, the damage can be repaired afterwards: $S_0=G_o^{1/2}SG_i^{-1/2}$ satisfies $S_0^\dagger S_0=G_i^{-1/2}S^\dagger G_oSG_i^{-1/2}=1$. For the skewed pair, this brings the largest element of $S^\dagger S-1$ from 0.63 down to $3\times10^{-15}$.

## In what sense the diagonal choice is necessary

A single unitary $S$ does not prove that the basis is good. If the defect is removed and the same skewed vectors are used in both leads, each vector passes into itself with a phase, and the unitarity error is $3\times10^{-15}$. The necessary condition concerns all Hermitian scatterers.

From $S=G_o^{-1/2}S_0G_i^{1/2}$, $S$ is unitary when

$$S_0^\dagger G_o^{-1}S_0=G_i^{-1}. \tag{7}$$

If (7) holds for every unitary $S_0$, then $S_0=1$ gives $G_o=G_i$. The matrix $G_o$ then commutes with every unitary matrix, so it is a multiple of the identity, and its unit diagonal makes it the identity.

It remains to show that scatterers reach enough matrices $S_0$. Join the edge cells of all leads by one Hermitian matrix $h$, and let $C_0,C_1$ hold the desired waves in cells 0 and 1, one column per incoming mode, without decaying parts. We need $hC_0=Y$ with $Y=EC_0-BC_1$, where $B$ now acts lead by lead. Condition (5) says that $C_0^\dagger BC_1$ is Hermitian, hence so is $C_0^\dagger Y$. If $C_0$ has full column rank, write $C_0=PR$ with $P^\dagger P=1$ and $R$ invertible, and set $Z=YR^{-1}$. Then $P^\dagger Z$ is Hermitian, and

$$h=ZP^\dagger+PZ^\dagger-P(P^\dagger Z)P^\dagger$$

is Hermitian with $hP=Z+PZ^\dagger P-PP^\dagger Z=Z$, as required.

For the rank, note that $U_ix=0$ would give $x^\dagger Kx=0$, hence $x=0$, so the incoming columns are independent. Multiplying $S_0$ by $e^{i\gamma}$ turns $C_0$ into $U_i+e^{i\gamma}X$. Some full-size minor is a polynomial in $e^{i\gamma}$ that is nonzero when that variable is set to zero, so it vanishes for finitely many phases at most. Scatterers thus reach a dense set of unitary $S_0$, and continuity extends (7) to all of them. This argument uses all Hermitian scatterers; it makes no claim for a family restricted by symmetry.

## Orthonormal vectors are not enough

One might simply orthonormalize each group. Two chains with hoppings $-1$ and $-2$, at $E=0$ in units of the first hopping, show the limit of that cure. Both have outgoing $\lambda=i$, with $w=2$ and $4$. Rotating the two vectors by $45^\circ$ keeps them orthonormal but gives $J$ diagonal elements 3 and off-diagonal elements of size 1.

Let both leads meet at one cell where a matrix element 1 couples the chains. Each lead contributes $\Sigma=-i\,\mathrm{diag}(1,2)$, and the source is $q=i\,\mathrm{diag}(2,4)$. Hence

$$c=\begin{pmatrix}2i&-1\\-1&4i\end{pmatrix}^{-1}q=\frac19\begin{pmatrix}8&-4i\\-2i&8\end{pmatrix}.$$

The raw transmission is $c$ and the raw reflection is $c-1$. For inputs from one lead,

$$c^\dagger c+(c-1)^\dagger(c-1)-1=\frac1{81}\begin{pmatrix}-8&-14i\\14i&16\end{pmatrix}.$$

In the rotated basis all diagonal velocities are 3, so the scaling cancels and this matrix is merely rotated. Its diagonal becomes $4/81$ and its off-diagonal element has modulus $|12-14i|/81=0.228$, the computed unitarity error. When all velocities in a group are equal, orthonormal vectors do suffice, because $V$ is then a multiple of the identity.

## A group with both directions

The tungsten model has a harder case. It uses canonical d bands, with two-centre integrals $(dd\sigma,dd\pi,dd\delta)=(-6,4,-1)\times0.2$ eV for first neighbours. Second-neighbour integrals are these values multiplied by $s=(\sqrt3/2)^5=0.4871$, from an inverse fifth-power law. The lead runs along [001] at zero transverse wave vector, $k_\parallel=0$, with two atomic planes per cell.

The hopping of an orbital along a bond $\mathbf n$ is the sum of the three integrals weighted by its shares $p_0,p_1,p_2$ in $|m|=0,1,2$ about $\mathbf n$. These obey $p_0+p_1+p_2=1$ and $p_1+4p_2=\langle(\mathbf n\cdot\mathbf L)^2\rangle$. For a [111] bond the latter is 2 for both $zx$ and $z^2$, while $p_0=(\sqrt3n_zn_x)^2=1/3$ for $zx$ and $p_0=[(3n_z^2-1)/2]^2=0$ for $z^2$. The shares are therefore $(1/3,2/9,4/9)$ and $(0,2/3,1/3)$, and the hoppings, in units of 0.2 eV, are $-14/9$ and $7/3$. Their ratio is $-3/2$.

For second neighbours in the plane, the four bonds sum to $2(dd\pi+dd\delta)s$ for $zx$ and $(dd\sigma+3dd\delta)s$ for $z^2$, in the ratio $6:-9$. Along the axis the integrals are $dd\pi$ and $dd\sigma$, in the ratio $4:-6$. Fourfold symmetry makes $yz$ equal to $zx$ and forbids mixing with $z^2$ here. With phase $\theta$ per plane,

$$E_{zx}=A_0+A_1\cos\theta+A_2\cos2\theta,\qquad E_{z^2}=-\tfrac32E_{zx},$$

where $A_0=0.585$, $A_1=-2.489$ and $A_2=0.779$ eV. At the d-band centre, $E=0$, all three bands therefore cross. Setting $x=\cos\theta$ gives $2A_2x^2+A_1x+A_0-A_2=0$, with roots $-0.0748$ and $1.671$. The first gives $\theta=1.646$ and the shared cell factor $\lambda=e^{2i\theta}$. The second gives a threefold decaying factor $(1.671-\sqrt{1.671^2-1})^2=0.110$.

Since $\varphi=2\theta$,

$$w_{zx}=\tfrac12\sin\theta\,(-A_1-4A_2\cos\theta)=1.357\ \mathrm{eV},$$

and $w_{z^2}=-2.036$ eV. Finite differences of the bands give the same values. The velocities are $6.5\times10^5$ and $-9.8\times10^5$ m/s for $a=0.316$ nm.

An eigensolver may return any combination of the three vectors. Suppose that it gives the normalized sum of a $yz$ wave and half a $z^2$ wave. Its apparent $w$ is $(1.357-0.25\times2.036)/1.25=0.679$ eV, which is positive, so a test of the sign of $w$ for each returned vector accepts it as outgoing. The span is now wrong, and the largest element error in $\Sigma$ is 1.755 eV, of the order of the hopping itself. Diagonalizing $V$ before sorting removes this error. With that order of operations, $\Sigma$ agrees to $6\times10^{-7}$ eV with a calculation that uses no modes, namely repeated elimination of every second cell at an imaginary energy of $10^{-6}$ eV.

The scheme that survives is as follows.

1. Solve for $\lambda$ and group equal values. The tolerance must exceed rounding errors but stay below physical splittings; here it is $10^{-6}$.
2. For a propagating group, take the eigenvectors of $H(\varphi)$ nearest $E$ as $Q$, diagonalize $V$, and sort by the sign of $w$.
3. For a decaying group, take independent null vectors.
4. Form $F$, solve (3), and scale the open amplitudes by $\sqrt{|w|}$.

It fails at a band edge, where $w\to0$ and incoming and outgoing modes merge. It also fails if $U$ is singular. If $Ux=0$, the flux of this combination vanishes, so its open part is zero. What remains is a decaying wave with $c_0=0$, a bound state of the cut lead at energy $E$, and $\Sigma$ has a pole there.

## An arbiter that sees no basis

To decide between 2.53 and 2.92, let $\Gamma=i(\Sigma-\Sigma^\dagger)$. From $\Sigma U=BU\Lambda$, $U^\dagger\Gamma U$ is the outgoing flux matrix, so the rank of $\Gamma$ is the number $n$ of open channels. The vanishing outgoing–incoming flux reads $U^\dagger BU_i\Lambda_i=\Lambda^*U^\dagger B^\dagger U_i=U^\dagger\Sigma^\dagger U_i$. Hence $BU_i\Lambda_i=\Sigma^\dagger U_i$, which gives

$$q=(\Sigma^\dagger-\Sigma)U_i=i\Gamma U_i,\qquad U_i^\dagger\Gamma U_i=K,$$

with $K$ here restricted to one lead. The matrix $X=\Gamma^{1/2}U_iK^{-1/2}$ has $X^\dagger X=1$, so $XX^\dagger$ projects on the $n$-dimensional range of $\Gamma$, and $qK^{-1}q^\dagger=\Gamma^{1/2}XX^\dagger\Gamma^{1/2}=\Gamma$. Waves sent in from the left at unit flux are $c=\mathcal G qK^{-1/2}$, with $\mathcal G=(E-H_D-\Sigma_L-\Sigma_R)^{-1}$, and the flux leaving on the right is $c^\dagger\Gamma_Rc$. Summing over inputs,

$$T=\mathrm{Tr}(\Gamma_R\mathcal G\Gamma_L\mathcal G^\dagger).$$

No mode basis appears. The defect is a term $2\,\mathrm{eV}\,[(\mathbf n\cdot\mathbf L)^2-2]$ on one plane, with $\mathbf n=(1,2,2)/3$. The trace, with $\Sigma$ from elimination, and the flux-diagonal $S$ both give $T=2.5311$ out of 5 channels per spin.

## How far this is from tungsten

The integrals and lattice constant are rough values meant for tungsten; the 2 eV field was chosen to mix channels strongly and is not a typical defect strength. The model d bands span 9.6 eV, from $-5.78$ to $3.85$ eV, with both extremes at $\theta=\pi$ on the axis; the coarse $12^3$ mesh in the output misses these points and gives 9.3 eV. Their half-filling level lies about 0.76 eV above the working energy (0.72 eV on the coarse mesh), and the working energy corresponds to about 4.4 d electrons per atom. It was chosen for the crossing; a d-only model does not fix how tungsten's six valence electrons divide between d and sp states, so it does not locate the Fermi level. Self-consistent charge and p orbitals are left out.

Spin–orbit coupling has a strong effect at this energy and $k_\parallel$. With a rough parameter $\xi=0.3$ eV, it couples $z^2$ to one combination of $zx$ and $yz$ per spin, shifted by $-\xi/2$, with strength $\sqrt6\,\xi/2$. Near the crossing, let $y$ be the linear $zx$ energy. A state at $E=0$ needs $-\frac32y(y-\xi/2)=\frac32\xi^2$, or $y^2-\xi y/2+\xi^2=0$, which has no real root. The oppositely moving branches open a gap at both $\pm\theta$, and the channels fall from 10 to 6 over both spins. With the lead and field otherwise fixed, the transmission per spin drops from 2.53 to 1.36. The remaining modes still come in Kramers pairs at equal $\lambda$, so the basis question remains.

A rough s level at 6 eV without dispersion, with a second-neighbour s–d integral of 0.6 eV, moves the crossing to $-0.36$ eV. This does not show that the crossing survives in tungsten: there the s band is wide and lies below the d bands at the zone centre, and such a band can remove the crossing. Thermal averaging at 300 K changes $T$ by less than 0.001. A rough 15 nm mean free path would remove 4% of the coherent wave over 0.63 nm.

The choice $k_\parallel=0$ is also special. Averaged over a $16\times16$ mesh without spin–orbit coupling, there are 1.84 channels and $\bar T=1.07$ per spin; an $8\times8$ mesh gives 1.08. The resistance–area product $a^2h/(2e^2\bar T)$ is 1.2 fΩ m², or $1.2\times10^{-15}$ Ω m², including the contact resistance of the finite number of channels. The numerical output below lists the values behind these comparisons.

## Computed results

```
lattice constant (rough input): 0.316 nm
first-neighbour dds, ddp, ddd (rough input): -1.2, 0.8, -0.2 eV
second/first neighbour ratio: 0.4871
d-band span on 12^3 mesh: -5.50 to 3.81 eV
half-filling level on that mesh: 0.72 eV
working energy: 0.0 eV; crystal field on one plane: 2.0 eV
zx band A0, A1, A2: 0.5846, -2.4889, 0.7794 eV
roots cos(theta): -0.07479 and 1.67141
phase per plane theta: 1.64565 rad
shared lam per cell: -0.98881 -0.14916 i
decaying lam per cell (threefold): 0.11033
open channels per direction and spin: 5
dE/dphase in the group, modes: [-2.03582  1.35721  1.35721] eV
dE/dphase in the group, bands: [-2.03582  1.35721  1.35721] eV
group velocities: [-9.774  6.516  6.516] 1e5 m/s
self-energy, modes minus decimation, max: 6.2e-07 eV
transmission from S: 2.53110; from trace formula: 2.53110
transmission eigenvalues: [0.1355 0.4243 0.5634 0.6578 0.7501]
unitarity error, flux-diagonal modes: 1.6e-15
unitarity error, skewed zx/yz pair: 0.6324
outgoing probability, skewed: 0.9529 to 1.6324
transmission from skewed S: 2.91809
unitarity error after Gram-matrix cure: 2.9e-15
unitarity error, skewed pair, perfect wire: 3.2e-15
mixed-sign mode: apparent dE/dphase 0.6786 eV
mixed-sign mode: self-energy error, max: 1.755 eV
two chains, orthonormal but not flux-diagonal: error 0.2276
spin-orbit parameter (rough input): 0.3 eV
spin-orbit spread of the crossing levels: 0.750 eV
with spin-orbit: open channels, both spins: 6
with spin-orbit: transmission per spin: 1.3631
s level, s-d integral (rough input): 6.0, 0.6 eV
crossing energy with s-d mixing: -0.359 eV
kT at 300 K: 0.02585 eV; thermal mean transmission: 2.53051
k-parallel mean, 8x8: channels 1.875, transmission 1.079
k-parallel mean, 16x16: channels 1.844, transmission 1.066
largest unitarity error over both meshes: 1.2e-13
resistance times area (16x16 mesh): 1.209 fohm m2
scatterer length 0.632 nm, mean free path (rough input) 15 nm
share scattered out of the coherent wave: 4.1 %
```
